# Why loops relieve axial misfit and straight edges relieve hoop misfit

**Question.** A crystalline wire has a core and a shell with different lattice spacings. Why do prismatic dislocation loops encircling the core relieve the axial misfit, while straight edge dislocations parallel to the wire relieve the circumferential misfit?

**Answer.**

### Mechanism: which walk crosses which line

Misfit at a coherent interface is a mismatch of natural lengths. Mark a short step $d\mathbf p$ on the interface, then free core and shell from each other. If the core lattice is the larger one, its copy of the step is longer. A dislocation can change this mismatch only for steps that cross its line.

Use cylindrical axes $\hat r,\hat\varphi,\hat z$, with $\hat z$ along the wire. A loop around the core runs along $\hat\varphi$, so a walk along the wire crosses one loop after another, while a walk around the core at fixed height crosses none. A straight dislocation runs along $\hat z$, so the walk around the core crosses it and the walk along the wire does not. The line direction thus decides which lengths can be corrected. The Burgers vector decides how they change: its component along the step shortens or lengthens the step, and its component across the step tilts it.

In terms of atomic planes, each relieving loop ends one extra cross-sectional plane of the smaller-spaced shell. Each relieving straight line ends one extra radial half-plane of the shell.

### The same statement as a tensor

Let $\mathbf n=\hat r$ be the interface normal, pointing from core to shell, $\mathbf t$ the line direction, $\mathbf b$ the Burgers vector and $s$ the line spacing. The vector $\mathbf t\times\mathbf n$ lies in the interface, perpendicular to the line, so a step $d\mathbf p$ crosses $d\mathbf p\cdot(\mathbf t\times\mathbf n)/s$ lines, counted with sign. I fix the sign of $\mathbf b$ by letting each positive crossing add $\mathbf b$ to the natural core step minus the natural shell step. The array then changes the mismatch by $\mathbf P\,d\mathbf p$, with

$$\mathbf P=\frac{1}{s}\,\mathbf b\otimes(\mathbf t\times\mathbf n).$$

Reversing $\mathbf t$ and $\mathbf b$ together leaves $\mathbf P$ unchanged, as it should.

**Loops.** Here $\mathbf t=\hat\varphi$ and $\hat\varphi\times\hat r=-\hat z$. With $\mathbf b=b\hat z$ and spacing $L$,

$$\mathbf P=-\frac bL\,\hat z\otimes\hat z .$$

The axial misfit falls by $b/L$, and there is no hoop component. No other choice of $\mathbf b$ could give one, because the second factor of $\mathbf P$ is $\hat z$ for every such loop. If $\mathbf b$ lies in the plane of the loop, say along a fixed direction $\hat x$, then $\mathbf P=-(b/L)\,\hat x\otimes\hat z$, which is a shear.

**Straight lines.** Here $\mathbf t=\hat z$ and $\hat z\times\hat r=\hat\varphi$. With $N$ lines around a core of radius $a$, the spacing is $s=2\pi a/N$. Taking $\mathbf b=-b\hat\varphi$ at each line,

$$\mathbf P=-\frac{Nb}{2\pi a}\,\hat\varphi\otimes\hat\varphi .$$

The hoop misfit falls by $Nb/(2\pi a)$, and the axial misfit is untouched. The other two Burgers directions do not relieve it either: $\mathbf b\parallel\hat z$ makes a screw dislocation, whose component $\hat z\otimes\hat\varphi$ is a shear within the interface, and $\mathbf b\parallel\hat r$ gives $\hat r\otimes\hat\varphi$, which changes no length along $\hat\varphi$.

Tilting a loop into a helix, with its Burgers vector kept along the wire, leads towards a screw line and not towards the straight edge line above. For $\mathbf t=\cos\psi\,\hat\varphi+\sin\psi\,\hat z$ and $\mathbf b=b\hat z$,

$$\mathbf P=\frac bs\left(-\cos\psi\,\hat z\otimes\hat z+\sin\psi\,\hat z\otimes\hat\varphi\right).$$

At fixed spacing $s$, axial relief fades as the line turns towards the wire axis, and shear within the interface replaces it. At fixed pitch $p=s/\cos\psi$, the axial relief stays $b/p$ and the shear is added to it.

### Why no third family is needed

The unstressed core is also too large in radius, yet no dislocations are assigned to the radial direction. Insert $N$ radial half-planes of thickness $b$ into the shell and move all shell material outward by the same distance $c=Nb/(2\pi)$. The circumference at radius $r$ grows by $2\pi c=Nb$, just the thickness inserted, so the shell lattice is not stretched around the core. Since $c$ does not depend on $r$, it is not stretched radially either. The hole has grown by $c$, and it accepts a core of cross-sectional misfit $e_t$ if $c=ae_t$. Hence full relief of the two misfits requires

$$N=\frac{2\pi a e_t}{b},\qquad L=\frac{b}{e_z},$$

where $e_z$ is the axial misfit. This treats the lines as smeared out evenly.

### From misfit to stress

Relieving one misfit component is not the same as removing one stress component. To see the difference, take linear isotropic elasticity, equal moduli in core and shell, a free outer surface at radius $R$ and no net axial force. Let $\lambda,\mu$ be the Lamé constants, $E$ Young's modulus and $\nu$ Poisson's ratio, and define

$$f=\frac{a^2}{R^2},\qquad E'=\frac{E}{1-\nu^2}=\frac{4\mu(\lambda+\mu)}{\lambda+2\mu},\qquad q=e_t+\nu e_z .$$

No $\hbar$ or charge appears, so the equations keep this form in atomic units.

Radial equilibrium gives the displacement $u=Ar$ in the core and $u=Cr+D/r$ in the shell, with a uniform axial strain $e$. The radial stresses are

$$\sigma_{rr}^{\rm core}=2(\lambda+\mu)(A-e_t)+\lambda(e-e_z),$$

$$\sigma_{rr}^{\rm shell}=2(\lambda+\mu)C-\frac{2\mu D}{r^2}+\lambda e .$$

Continuity of $u$ at $r=a$ gives $A-C=D/a^2$. Equating the radial stresses there, and using $\lambda=2\nu(\lambda+\mu)$,

$$(2\lambda+4\mu)\frac{D}{a^2}=2(\lambda+\mu)q
\quad\Rightarrow\quad \frac{2\mu D}{a^2}=\frac{E'q}{2}.$$

The free surface requires $2(\lambda+\mu)C+\lambda e=2\mu D/R^2=E'qf/2$. The hoop stress in the shell differs from the radial one by the sign of the $D$ term, so

$$\sigma_{rr}^{\rm shell}=\frac{E'q}{2}\left(f-\frac{a^2}{r^2}\right),\qquad
\sigma_{\varphi\varphi}^{\rm shell}=\frac{E'q}{2}\left(f+\frac{a^2}{r^2}\right),$$

$$\sigma_{rr}^{\rm core}=\sigma_{\varphi\varphi}^{\rm core}=-\frac{(1-f)E'q}{2}.$$

The axial stress is $\nu(\sigma_{rr}+\sigma_{\varphi\varphi})$ plus $E$ times the elastic axial strain, which is $e-e_z$ in the core and $e$ in the shell. The sum $\sigma_{rr}+\sigma_{\varphi\varphi}$ is $-(1-f)E'q$ in the core and $fE'q$ in the shell. Weighted by the area fractions $f$ and $1-f$, it averages to zero. Zero axial force therefore gives $e=fe_z$, and

$$\sigma_{zz}^{\rm core}=-(1-f)\left[\nu E'(e_t+\nu e_z)+(1-\nu^2)E'e_z\right]=-(1-f)E'(e_z+\nu e_t).$$

Loops act on $e_z$, which enters the axial stress with weight 1 and the hoop stress with weight $\nu$. Straight lines act on $e_t$, with the weights exchanged. Suppose both misfits start at $e_0$ and the hoop misfit stays there. Removing all axial misfit then leaves the axial stress $-(1-f)E'\nu e_0$. To cancel that stress the loops must overshoot to $e_z=-\nu e_0$, which needs $b/L=(1+\nu)e_0$.

### Why the misfit stress favours these lines

The elastic energy per unit length is $-\tfrac12\int\boldsymbol\sigma:\boldsymbol\varepsilon^*\,dA$, where $\boldsymbol\varepsilon^*$ is the core misfit, because the compatible total strain does no net work in a body without external load. Therefore

$$W=-\frac{\pi a^2}{2}\left(2\sigma_{rr}^{\rm core}e_t+\sigma_{zz}^{\rm core}e_z\right)
=\frac{\pi a^2}{2}(1-f)E'\left(e_t^2+e_z^2+2\nu e_te_z\right).$$

One more loop per unit length lowers $e_z$ by $b$ per unit length, so each loop releases

$$b\,\frac{\partial W}{\partial e_z}=b\,\pi a^2(1-f)E'(e_z+\nu e_t)=b\,\pi a^2\,|\sigma_{zz}^{\rm core}| .$$

This is the work of the axial stress when a disc of thickness $b$ is taken out of the compressed core. One straight line lowers $e_t$ by $b/(2\pi a)$ and releases, per unit length,

$$\frac{b}{2\pi a}\frac{\partial W}{\partial e_t}=\frac{ab}{2}(1-f)E'(e_t+\nu e_z)=b\int_a^R\sigma_{\varphi\varphi}^{\rm shell}\,dr .$$

The last equality follows from $f(R-a)+a-a^2/R=a(1-f)$. This is the work of the hoop tension as it opens a radial cut for the extra half-plane.

The Peach–Koehler force $(\boldsymbol\sigma\mathbf b)\times\mathbf t$ agrees. It equals $-b\sigma_{zz}\hat r$ on the loop and $-b\sigma_{\varphi\varphi}\hat r$ on the straight line. Both stresses are negative in the core and positive in the shell, so the misfit stress pushes both kinds of line towards the interface from either side. Close to the free surface the image force can outweigh this push, and so can the line tension of a very small loop. Purely radial motion of either kind of line is climb, which needs transport of atoms. A straight line can also arrive by glide: keeping $\mathbf b$ fixed, it moves in from the surface along the chord tangent to the core and releases the same $b\int_a^R\sigma_{\varphi\varphi}^{\rm shell}\,dr$, provided that plane is a slip plane of the crystal. The energies give the driving force, not the rate.

### Numbers

Take $a=100$ Å, $R=200$ Å, $e_t=e_z=e_0=0.04$, $b=4$ Å, $\mu=0.40$ eV/Å$^3$ and $\nu=0.25$. Then $f=0.25$, $E=1.0$ eV/Å$^3$ and $E'=1.067$ eV/Å$^3$. In the coherent wire,

$$\sigma_{zz}^{\rm core}=-0.75\times1.067\times(0.04+0.25\times0.04)=-0.040\ \text{eV/Å}^3,$$

or $-6.4$ GPa. The shell hoop stress at the interface is $\tfrac12\times1.067\times0.05\times1.25=0.033$ eV/Å$^3$, or 5.3 GPa.

Full relief needs $L=4/0.04=100$ Å (10 nm) and $N=2\pi\times100\times0.04/4=6.3$ lines. The averaged results, with geometry and moduli fixed, are as follows (stresses in eV/Å$^3$, $W$ in eV/Å):

| State | Core $\sigma_{zz}$ | Shell $\sigma_{\varphi\varphi}(a)$ | $W$ |
|---|---|---|---|
| coherent | −0.040 | 0.033 | 50.3 |
| loops only | −0.008 | 0.027 | 20.1 |
| lines only | −0.032 | 0.007 | 20.1 |
| both | 0 | 0 | 0 |

Loops remove 80% of the axial stress and 20% of the hoop stress; lines do the reverse. Either family alone leaves the fraction $1/[2(1+\nu)]=0.4$ of the energy. With loops alone, zero axial stress would need a spacing of 80 Å. All rows with dislocations, including the zeros in the last one, omit their local fields and core energies.

Those costs matter for the first dislocation. I estimate its self-energy as half the work of its own stress on the cut surface, in an infinite body, stopping a distance $b$ from the line. For the straight line this is

$$\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac{R-a}{b}=2.2\ \text{eV/Å},$$

against 8.0 eV/Å released. For the loop, numerical integration gives about 1400 eV, against 5000 eV released. Both are favourable in this estimate, which omits surface image fields and core energy and says nothing about the nucleation barrier.

The averaging was tested by summing the stress of discrete dislocations in an infinite body ($f=0$), using the Peach–Koehler line integral. For loops spaced by $a/4$, the centre stresses $(\sigma_{xx},\sigma_{yy},\sigma_{zz})$ are $(0.125,0.125,1.000)$ in units of $E'b/L$. For 48 straight lines they are $(0.500,0.500,0.250)$ in units of $E'b/s$. The formulas predict $(\nu/2,\nu/2,1)$ and $(1/2,1/2,\nu)$. The example's own arrays are much sparser, so its tabulated stresses are averages and not local values near the interface.

### A real wire

The parameters lie roughly in the regime of germanium-core, silicon-shell nanowires. Isotropy is an approximation whose error depends on the wire axis: rough cubic constants $C_{11},C_{12},C_{44}=1.0,0.4,0.5$ eV/Å$^3$ give Young's moduli from 0.77 to 1.17 eV/Å$^3$, depending on direction, against the 1.0 used. For a coherent core in a very thick shell, they lower the axial core stress by about 15% for a $[001]$ wire and 1% for a $[110]$ wire, and raise it by about 5% for a $[111]$ wire. A core 20% softer than the shell lowers the axial core stress of the coherent wire by 13% in a finite-element solution. A difference in thermal expansion of $3\times10^{-6}$ K$^{-1}$ over 500 K adds or removes about 4% of the misfit. Six whole lines instead of 6.3 leave a hoop misfit of 0.0018.

The crystal also restricts $\mathbf b$. In the diamond structure the shortest full Burgers vectors are of type $\tfrac12\langle110\rangle$. A wire along $[110]$ has one along its axis, as the ideal loop requires. A wire along $[001]$ has none, but it has four in its cross-section, at right angles to each other. A straight line using the nearest of these has a useful component $b\cos\theta$ with $|\theta|\le45^\circ$. Its average for evenly spread lines is $2\sqrt2\,b/\pi=0.90\,b$, so about 7.0 evenly spread lines instead of 6.3 cancel the average hoop misfit. This arrangement leaves a non-uniform core stress: in an infinite body, up to about 17% of the in-plane stress caused by the hoop misfit within $r\le0.7a$. Four directions do allow full smeared-out relief. Take $\hat x,\hat y$ along them and split the required Burgers density $-e_t\hat\varphi$ per unit arc into its two components. This gives line densities $e_t|\sin\varphi|/b$ and $e_t|\cos\varphi|/b$, or $8ae_t/b=8$ lines in all. In each case the component of $\mathbf b$ along the length to be corrected sets the average relief.

Numbers in the example were calculated in double precision.
